# Comment on Equal Delta Values as Equal PAW Dataset Quality: a program that tests the result

```python
"""
Result under test: the Delta measure of a PAW dataset scales as B0*V0.
Delta = rms difference of two energy-volume curves, each measured from its
own minimum, over volumes within W of the mean equilibrium volume.
For relative errors v (volume), b (bulk modulus), and small W:
  Delta ~ B0*V0*sqrt(v^2 W^2/3 + (b + Bp*v)^2 W^4/20)
Delta1 = Delta*VREF*BREF/(V0*B0) removes the scale B0*V0.
V0: equilibrium volume per atom (angstrom^3); B0: bulk modulus (GPa);
Bp: pressure derivative of the bulk modulus; energies: meV per atom.
"""
import numpy as np
from scipy.constants import e, physical_constants
from scipy.optimize import brentq

W = 0.06
VREF, BREF = 30.0, 100.0
MEV = 1e9 * 1e-30 / e * 1e3       # one GPa*angstrom^3 in meV
HARTREE_MEV = physical_constants["Hartree energy in eV"][0] * 1e3
NODES, WEIGHTS = np.polynomial.legendre.leggauss(40)


def birch_murnaghan(V, eos):
    V0, B0, Bp = eos
    y = (V0 / V) ** (2 / 3)
    return MEV * 9 / 16 * V0 * B0 * (
        (y - 1) ** 3 * Bp + (y - 1) ** 2 * (6 - 4 * y))


def rms_difference(curve_a, curve_b, Va, Vb):
    """Window average by quadrature; both curves vanish at their minima."""
    V = 0.5 * (Va + Vb) * (1 + W * NODES)
    diff = curve_a(V) - curve_b(V)
    return np.sqrt(0.5 * np.sum(WEIGHTS * diff ** 2))


def delta(ref, v=0.0, b=0.0):
    cand = (ref[0] * (1 + v), ref[1] * (1 + b), ref[2])
    return rms_difference(lambda V: birch_murnaghan(V, ref),
                          lambda V: birch_murnaghan(V, cand),
                          ref[0], cand[0])


def delta1(value, ref):
    return value * VREF * BREF / (ref[0] * ref[1])


def small_error_delta(ref, v, b):
    V0, B0, Bp = ref
    return MEV * V0 * B0 * np.sqrt(
        v ** 2 * W ** 2 / 3 + (b + Bp * v) ** 2 * W ** 4 / 20)


def fit_eos(curve, Vc):
    """Fit seven energies by a cubic in (Vc/V)^(2/3), then differentiate."""
    V = Vc * np.linspace(1 - W, 1 + W, 7)
    z = (Vc / V) ** (2 / 3) - 1
    p = np.poly1d(np.polyfit(z, curve(V), 3))
    zmin = brentq(p.deriv(), -0.035, 0.035)
    t = 1 + zmin
    V0 = Vc * t ** -1.5
    second, third = p.deriv(2)(zmin), p.deriv(3)(zmin)
    B0 = 4 * t ** 2 * second / (9 * V0) / MEV
    return V0, B0, 4 + 2 * t * third / (3 * second)


solids = {"soft": (100.0, 3.0, 4.0),
          "intermediate": (50.0, 60.0, 4.0),
          "stiff": (20.0, 150.0, 4.0)}
soft, middle, stiff = solids.values()

# The fit must recover the parameters that define the curves.
for ref in solids.values():
    found = fit_eos(lambda V: birch_murnaghan(V, ref), ref[0])
    assert np.allclose(found, ref, rtol=1e-5)

# Small-error formula against quadrature; neglected terms are a few percent.
worst = 0.0
for ref in solids.values():
    for v, b in [(0.005, 0), (0, 0.02), (0.005, 0.02), (0.002, -0.02)]:
        ratio = small_error_delta(ref, v, b) / delta(ref, v, b)
        worst = max(worst, abs(ratio - 1))
assert worst < 0.03

# Power-law crystals: a different energy law and different Bp values.
def power_crystal(V0, B0, n, m, a):
    """Repulsion r^-n is multiplied by 1+a; attraction is r^-m."""
    K = 9 * MEV * V0 * B0 / (n * m * (n - m))
    def raw(V):
        return K * (m * (1 + a) * (V0 / V) ** (n / 3)
                    - n * (V0 / V) ** (m / 3))
    Vmin = V0 * (1 + a) ** (3 / (n - m))
    return (lambda V: raw(V) - raw(Vmin)), Vmin


power_results = []
for V0, B0, n, m in [(100., 3., 2, 1), (20., 150., 6, 3)]:
    ref_curve, Va = power_crystal(V0, B0, n, m, 0.0)
    bad_curve, Vb = power_crystal(V0, B0, n, m, 0.001)
    ref_fit, bad_fit = fit_eos(ref_curve, V0), fit_eos(bad_curve, V0)
    assert abs(ref_fit[2] - (n + m + 6) / 3) < 0.03
    v = bad_fit[0] / ref_fit[0] - 1
    b = bad_fit[1] / ref_fit[1] - 1
    direct = rms_difference(ref_curve, bad_curve, Va, Vb)
    formula = small_error_delta(ref_fit, v, b)
    assert abs(formula / direct - 1) < 0.03
    power_results.append((n, m, ref_fit[2], v, b, direct, formula))

# Equal relative errors: Delta follows the product B0*V0, not B0 alone.
v_same, b_same = 0.005, 0.02
same = {name: delta(ref, v_same, b_same) for name, ref in solids.items()}
same1 = {name: delta1(same[name], solids[name]) for name in solids}
assert np.isclose(same["stiff"] / same["soft"], 10, rtol=1e-9)
assert np.isclose(same["stiff"], same["intermediate"], rtol=1e-9)
assert np.ptp(list(same1.values())) < 1e-9

# Equal Delta: solve for the volume error that each solid permits.
target = 1.0
allowed = {name: brentq(lambda v: delta(ref, v) - target, 1e-6, 0.04)
           for name, ref in solids.items()}
allowed1 = {name: delta1(delta(solids[name], allowed[name]), solids[name])
            for name in solids}
v_ratio = allowed["soft"] / allowed["stiff"]
d1_ratio = allowed1["soft"] / allowed1["stiff"]
assert abs(v_ratio / d1_ratio - 1) < 0.03

# The remaining dependence of Delta1 on Bp is weak, but not zero.
bp_values = (3.0, 6.0)
bp_d1 = []
for Bp in bp_values:
    ref = (20.0, 150.0, Bp)
    bp_d1.append(delta1(delta(ref, v_same, b_same), ref))
bp_change = bp_d1[1] / bp_d1[0] - 1
assert 1e-4 < abs(bp_change) < 0.05

# The same linear energy error is added to the soft and stiff solids.
slope = np.sqrt(3) * target / W
common = {}
for name in ("soft", "stiff"):
    ref = solids[name]
    def shifted(V):
        return birch_murnaghan(V, ref) + slope * (V / ref[0] - 1)
    fitted = fit_eos(shifted, ref[0])
    v = fitted[0] / ref[0] - 1
    d = rms_difference(lambda V: birch_murnaghan(V, ref),
                       lambda V: shifted(V) - shifted(fitted[0]),
                       ref[0], fitted[0])
    predicted = -slope / (MEV * ref[0] * ref[1])
    assert abs(v / predicted - 1) < 0.06   # second order in the shift
    assert abs(d / target - 1) < 0.03
    common[name] = (v, predicted, d, delta1(d, ref))
assert common["soft"][3] > 9 * common["stiff"][3]

# Equal Delta1 can hide different kinds of error.
v_only = 0.002
d_only = delta(stiff, v_only)
b_only = brentq(lambda b: delta(stiff, 0, b) - d_only, 1e-6, 0.5)
b_estimate = np.sqrt(20 / 3) * v_only / W
assert abs(b_only / b_estimate - 1) < 0.03

print(f"Window half-width: {100*W:.1f} %")
print(f"Delta1 constants: Vref={VREF:.0f} A^3, Bref={BREF:.0f} GPa")
print(f"1 GPa A^3 = {MEV:.5f} meV")
print("Model solids (volume and energy per atom):")
for name, (V0, B0, Bp) in solids.items():
    print(f"  {name}: V0={V0:.0f} A^3, B0={B0:.0f} GPa, Bp={Bp:.0f}, "
          f"B0V0={MEV*V0*B0:.1f} meV")
print(f"Equal relative errors: v={100*v_same:.2f} %, b={100*b_same:.1f} %")
for name, ref in solids.items():
    approx = small_error_delta(ref, v_same, b_same)
    print(f"  {name}: Delta={same[name]:.4f} meV, "
          f"formula={approx:.4f} meV, Delta1={same1[name]:.4f} meV")
print(f"Largest formula deviation in tests: {100*worst:.2f} %")
print(f"Equal Delta={target:.3f} meV = {1e6*target/HARTREE_MEV:.3f} "
      "microhartree; pure volume error:")
for name, ref in solids.items():
    estimate = np.sqrt(3) * target / (W * MEV * ref[0] * ref[1])
    print(f"  {name}: v={100*allowed[name]:.4f} %, "
          f"estimate={100*estimate:.4f} %, Delta1={allowed1[name]:.3f} meV")
print(f"Soft/stiff ratios: v {v_ratio:.3f}, Delta1 {d1_ratio:.3f}")
print("Power-law crystals, repulsion raised by 0.1 %:")
for n, m, Bp, v, b, direct, formula in power_results:
    print(f"  powers {n},{m}: Bp={Bp:.3f}, v={100*v:.4f} %, "
          f"b={100*b:.4f} %, Delta={direct:.5f} meV, "
          f"formula={formula:.5f} meV")
print("Bp dependence at the same v and b (V0=20 A^3, B0=150 GPa):")
for Bp, value in zip(bp_values, bp_d1):
    print(f"  Bp={Bp:.0f}: Delta1={value:.4f} meV")
print(f"  change: {100*bp_change:.2f} %")
print(f"Common linear energy error: s={slope:.3f} meV")
for name, (v, predicted, d, d1) in common.items():
    print(f"  {name}: v={100*v:.4f} %, estimate={100*predicted:.4f} %, "
          f"Delta={d:.4f} meV, Delta1={d1:.4f} meV")
print("Two pure errors with equal Delta1 in the stiff solid:")
print(f"  v={100*v_only:.2f} % or b={100*b_only:.3f} % "
      f"(estimate {100*b_estimate:.3f} %)")
print(f"  shared Delta1={delta1(d_only, stiff):.4f} meV")
print("OK")
```

Output:

```
Window half-width: 6.0 %
Delta1 constants: Vref=30 A^3, Bref=100 GPa
1 GPa A^3 = 6.24151 meV
Model solids (volume and energy per atom):
  soft: V0=100 A^3, B0=3 GPa, Bp=4, B0V0=1872.5 meV
  intermediate: V0=50 A^3, B0=60 GPa, Bp=4, B0V0=18724.5 meV
  stiff: V0=20 A^3, B0=150 GPa, Bp=4, B0V0=18724.5 meV
Equal relative errors: v=0.50 %, b=2.0 %
  soft: Delta=0.3374 meV, formula=0.3299 meV, Delta1=3.3741 meV
  intermediate: Delta=3.3741 meV, formula=3.2987 meV, Delta1=3.3741 meV
  stiff: Delta=3.3741 meV, formula=3.2987 meV, Delta1=3.3741 meV
Largest formula deviation in tests: 2.23 %
Equal Delta=1.000 meV = 36.749 microhartree; pure volume error:
  soft: v=1.5261 %, estimate=1.5417 %, Delta1=10.000 meV
  intermediate: v=0.1526 %, estimate=0.1542 %, Delta1=1.000 meV
  stiff: v=0.1526 %, estimate=0.1542 %, Delta1=1.000 meV
Soft/stiff ratios: v 9.999, Delta1 10.000
Power-law crystals, repulsion raised by 0.1 %:
  powers 2,1: Bp=3.004, v=0.3001 %, b=-0.4008 %, Delta=0.19485 meV, formula=0.19493 meV
  powers 6,3: Bp=5.000, v=0.1000 %, b=-0.1997 %, Delta=0.65238 meV, formula=0.65021 meV
Bp dependence at the same v and b (V0=20 A^3, B0=150 GPa):
  Bp=3: Delta1=3.3467 meV
  Bp=6: Delta1=3.4336 meV
  change: 2.60 %
Common linear energy error: s=28.868 meV
  soft: v=-1.4850 %, estimate=-1.5417 %, Delta=0.9926 meV, Delta1=9.9258 meV
  stiff: v=-0.1536 %, estimate=-0.1542 %, Delta=0.9992 meV, Delta1=0.9992 meV
Two pure errors with equal Delta1 in the stiff solid:
  v=0.20 % or b=8.615 % (estimate 8.607 %)
  shared Delta1=1.3104 meV
OK
```
